# Dipole Phases and Berry Connections in the Semiconductor Bloch Equations

**Q.** I compute harmonics from a driven crystal with the semiconductor Bloch equations. I insert the modulus $|d(k)|$ of the transition dipole and leave out the Berry connections. The phase of a Bloch vector is arbitrary, so the phase of $d$ cannot matter. My currents do not depend on the phases my diagonalizer returns, which seems to confirm it.

**A.** Each phase is arbitrary, but the Berry connections and the slope of the dipole phase form a combination that does not depend on the choice. Your equations have set that combination to zero. To see where it enters, start from the position operator.

Take one dimension, two bands c and v, a filled valence band and a uniform field $E(t)$. In atomic units the electron has charge $-1$, so its energy in the field is $+Ex$. Write a state as $\psi=\sum_n\int dk\,c_n e^{ikx}u_n$. Since $xe^{ikx}=-i\partial_k e^{ikx}$, integration by parts gives

$$x\psi=\sum_n\int dk\,e^{ikx}\left[(i\partial_k c_n)u_n+c_n\,i\partial_k u_n\right].$$

Projecting on $u_m$ shows that $x$ acts on the coefficients as $i\partial_k+A$, with $A_{mn}=i\langle u_m|\partial_k u_n\rangle$. The diagonal elements $A_c,A_v$ are the Berry connections, and $d=A_{cv}$ is the transition dipole. All three come from one operator.

The density matrix obeys $i\partial_t\rho=[\varepsilon+E(i\partial_k+A),\rho]$, where $\varepsilon$ is the diagonal matrix of band energies. Because $[i\partial_k,\rho]=i\partial_k\rho$,

$$i(\partial_t-E\partial_k)\rho=[\varepsilon+EA,\rho].$$

The left side is $i\,d\rho/dt$ along $\dot k=-E$. Let $p=\rho_{cv}$, $f=\rho_{cc}$, $\rho_{vv}=1-f$ and $\varepsilon_{cv}=\varepsilon_c-\varepsilon_v$. The cv element of $[A,\rho]$ is $(A_c-A_v)p+d(\rho_{vv}-\rho_{cc})$, and the cc element is $dp^*-pd^*=2i\,\mathrm{Im}(dp^*)$. With a phenomenological dephasing time $T_2$,

$$i\dot p=[\varepsilon_{cv}+E(A_c-A_v)]p+Ed(1-2f)-\frac{ip}{T_2},\qquad \dot f=2E\,\mathrm{Im}(dp^*).$$

The velocity operator is $i[H_0,x]$, with elements $v_{mn}=\varepsilon_n'\delta_{mn}+i(\varepsilon_m-\varepsilon_n)A_{mn}$; a prime means $\partial_k$. Thus $v_{vc}=-i\varepsilon_{cv}d^*$. The off-diagonal part of the mean velocity is $2\,\mathrm{Re}(v_{vc}p)=2\varepsilon_{cv}\mathrm{Im}(d^*p)$, so

$$\langle v\rangle=\left\langle\varepsilon_c'f+\varepsilon_v'(1-f)+2\varepsilon_{cv}\,\mathrm{Im}(d^*p)\right\rangle_k .$$

The current is $J=-\langle v\rangle$.

**Q.** Then can I not absorb the phase of $d$ into $p$ and be done with it?

**A.** You can absorb it, but it varies along the path. Put $d=|d|e^{i\varphi}$ and $p=qe^{i\varphi}$. Since $\dot\varphi=\varphi'\dot k=-E\varphi'$,

$$i\dot p=e^{i\varphi}(i\dot q-\dot\varphi q)=e^{i\varphi}(i\dot q+E\varphi'q).$$

Move the last term to the right side:

$$i\dot q=(\varepsilon_{cv}+ER)q+E|d|(1-2f)-\frac{iq}{T_2},\qquad R=A_c-A_v-\partial_k\arg d .$$

The other equations become $\dot f=-2E|d|\,\mathrm{Im}\,q$ and an interband velocity $2\varepsilon_{cv}|d|\,\mathrm{Im}\,q$. The phases survive in $R$, the shift vector. It is a length, and $ER$ changes the local transition energy as if the electron were displaced by $R$ on changing band. This form requires $d\neq0$ along the path.

Now change the phases, $u_n\to e^{i\theta_n}u_n$. The definitions give

$$A_n\to A_n-\theta_n',\qquad d\to e^{i(\theta_v-\theta_c)}d .$$

Therefore $A_c-A_v$ changes by $-(\theta_c'-\theta_v')$, while $-\partial_k\arg d$ changes by $+(\theta_c'-\theta_v')$. Their sum $R$ is unchanged.

**Q.** So which omission breaks gauge invariance?

**A.** Omitting one of the two. Without the connections, $R$ is replaced by $-\partial_k\arg d$. Without the dipole phase, it is replaced by $A_c-A_v$. Each depends on the gauge. If you omit both, $R$ is replaced by zero, which is the same in every gauge but generally wrong. Your observation was correct, but it does not validate the equations.

There are two legitimate simplifications. You may choose phases that make $d$ real and positive; then $A_c-A_v=R$ must be kept. Or you may choose phases that make $A_c=A_v$; then $\arg d=-\int R\,dk$ must be kept. In the second gauge the phase need not match across the zone boundary, since $\oint R\,dk$ need not be a multiple of $2\pi$. A fixed periodic $k$ grid has to include that mismatch.

**Q.** What does setting $R=0$ do to the spectrum?

**A.** Assume time-reversal symmetry and choose $u_n(-k)=u_n^*(k)$. Differentiation at $-k$ brings a minus sign, so

$$A_{mn}(-k)=-i\langle u_m|\partial_k u_n\rangle^*=A_{mn}^*(k).$$

The diagonal connections are real, hence even. The dipole obeys $d(-k)=d^*(k)$, so $|d|$ is even, $\arg d$ is odd and its derivative is even. Thus $|d|$, $R$ and $\varepsilon_{cv}$ are all even.

Given a solution in the field $E$, define $\tilde q(k)=-q(-k)$ and $\tilde f(k)=f(-k)$. Reversing the field reverses $\dot k$, so paths map onto paths. Multiplying the equation for $q$ by $-1$ gives

$$i\dot{\tilde q}=(\varepsilon_{cv}+ER)\tilde q+(-E)|d|(1-2\tilde f)-\frac{i\tilde q}{T_2}.$$

The population equation also keeps its form, because $E$ and $\mathrm{Im}\,q$ both change sign. This is the problem with field $-E$ and shift vector $-R$, since $(-E)(-R)=ER$. The velocity changes sign, because $\varepsilon_n'$ is odd in $k$ and $\mathrm{Im}\,\tilde q=-\mathrm{Im}\,q$. Hence

$$J[-E;R]=-J[E;-R].$$

For $R=0$ the current is odd in the field. If the drive obeys $E(t+T_0/2)=-E(t)$ and the response has the same period $T_0$, then $J(t+T_0/2)=-J(t)$. A Fourier component of order $n$ acquires $(-1)^n$ under this shift, so it vanishes for even $n$. In this model the even harmonics need $R\neq0$.

**Q.** Can I see the even response directly, without solving the time-dependent equations?

**A.** In a weak static field, yes, if tunnelling and dephasing are ignored. Let $q$ be the small conduction amplitude, with the phase of $d$ removed as before. Through third order in $E$, apart from terms that do not contain $q$, the energy per cell and spin is

$$W=\left\langle\varepsilon_{cv}|q|^2+E|d|(q+q^*)+E\,q^*i\partial_k q+ER|q|^2\right\rangle_k .$$

Normalization changes the valence amplitude by order $|q|^2$, which affects the dipole coupling only at order $E^4$. The first two terms are stationary at $q_1=-E|d|/\varepsilon_{cv}$. The next correction to $q$ is of order $E^2$; because $q_1$ is stationary for these terms, it changes $W$ only at order $E^4$. We may therefore insert $q_1$ in the last two terms. As $q_1$ is real, $q_1i\partial_kq_1=\tfrac{i}{2}\partial_k(q_1^2)$, which averages to zero over the zone. What remains at third order is

$$W_3=E^3\left\langle\frac{|d|^2R}{\varepsilon_{cv}^2}\right\rangle_k,\qquad \langle x\rangle_2=\frac{\partial W_3}{\partial E}=3E^2\left\langle\frac{|d|^2R}{\varepsilon_{cv}^2}\right\rangle_k .$$

The terms without $q$ give the field-independent dipole. In a slow field $E_0\cos\omega t$, with dephasing still ignored, the factor $E^2=\tfrac12E_0^2(1+\cos2\omega t)$ produces a second harmonic proportional to this average of $R$.

**Q.** Which chains have a shift vector?

**A.** Take two sites per cell, $a/2$ apart, with alternating bonds $t_1,t_2$ and site energies $\pm\Delta$. Let $T=t_1+t_2$, $\delta=t_1-t_2$ and $y=ka/2$. Then $H=\mathbf h\cdot\boldsymbol\sigma$ with

$$\mathbf h=(T\cos y,\,-\delta\sin y,\,\Delta),\qquad \varepsilon_{cv}=2h,\quad h=|\mathbf h|.$$

Let $\theta,\beta$ be the polar and azimuthal angles of $\mathbf h$, and choose

$$u_c=\begin{pmatrix}\cos\frac\theta2\\ e^{i\beta}\sin\frac\theta2\end{pmatrix},\qquad u_v=\begin{pmatrix}-e^{-i\beta}\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix}.$$

Differentiation gives $A_c=-\beta'\sin^2\frac\theta2=-A_v$ and $d=-\tfrac12e^{-i\beta}(\beta'\sin\theta+i\theta')$. So $A_c-A_v=-\beta'(1-\cos\theta)$, and the factor $e^{-i\beta}$ adds $+\beta'$ to $R$:

$$R=\beta'\cos\theta-\partial_k\arg(\beta'\sin\theta+i\theta').$$

Let $r^2=h_x^2+h_y^2$, $C=h_xh_y'-h_yh_x'=-aT\delta/2$, $w=rr'$ and $S=h_x'^2+h_y'^2$. Then $\beta'=C/r^2$, $\sin\theta=r/h$, $\cos\theta=\Delta/h$ and $\theta'=\Delta r'/h^2$. Multiplying the argument by the positive factor $rh^2$ turns it into $\arg(Ch+i\Delta w)$. Since $h'=w/h$,

$$R=\frac{C\Delta}{h}\left[\frac1{r^2}-\frac{h^2w'-w^2}{C^2h^2+\Delta^2w^2}\right].$$

Two identities simplify this. First, $Sr^2=C^2+w^2$, so with $h^2=r^2+\Delta^2$ the denominator is $r^2(C^2+\Delta^2S)$. Second, $h_{x,y}''=-(a^2/4)h_{x,y}$, so $w'=S-a^2r^2/4$. Over the common denominator the numerator is

$$C^2+\Delta^2S+w^2-h^2w'=h^2(S-w')=\frac{a^2h^2r^2}{4}.$$

With $S=(a^2/4)(T^2\sin^2y+\delta^2\cos^2y)$, the result is

$$R=-\frac a2\,\frac{T\delta\Delta\,h}{D},\qquad D=T^2\delta^2+\Delta^2(T^2\sin^2y+\delta^2\cos^2y).$$

The same substitutions in $|d|^2=\tfrac14(\beta'^2\sin^2\theta+\theta'^2)$ give $|d|=a\sqrt D/(4h^2)$.

For $T\neq0$, a nonzero $R$ needs both alternations. With $\Delta=0$ the chain has inversion centres on its bonds, and $R=0$. With $\delta=0$ the centres are on the sites, but there $d$ vanishes at $k=0$ and changes sign. The modulus then has a false kink, so replacing $d$ by $|d|$ is not exact even in that inversion-symmetric chain. The error can be small: for $t_1=t_2=1.4$ eV, $\Delta=1.64$ eV and the drive used below, the odd-order powers up to order 11 change by under 1%.

**Q.** How large is the effect for realistic driving?

**A.** Take $a=5.2$ angstrom, $t_1=1.9$ eV, $t_2=0.9$ eV and $\Delta=1.3$ eV, so $T=2.8$ eV and $\delta=1.0$ eV. At the zone edge $h=\sqrt{1.0^2+1.3^2}=1.64$ eV, giving a gap of 3.28 eV. There $D=2.8^2(1.0^2+1.3^2)=21.1$ eV$^4$, so

$$R=-2.6\times\frac{2.8\times1.0\times1.3\times1.64}{21.1}=-0.74\ \text{angstrom}.$$

At the zone centre $R=-3.07$ angstrom, but $|d|$ is only 0.42 angstrom, against 2.22 at the edge. A peak field of 0.1 V/angstrom (10 MV/cm) makes $ER=-0.074$ eV at the edge, about 2% of the gap. Averaging the static formula over the zone gives $\langle x\rangle_2=-0.292\,F^2$ angstrom, with $F$ the numerical value of the field in V/angstrom. At the peak field this is $-0.0029$ angstrom.

For the dynamics I used photon energy 0.4 eV, $T_2=5$ fs and an eight-cycle pulse of length $\tau=82.7$ fs. Its vector potential is proportional to $\sin^2(\pi t/\tau)\sin[\omega(t-\tau/2)]$. The equations were integrated by a fourth-order Runge–Kutta method with 5000 steps and 80 $k$ points. Each pulse was run with both field signs; half the sum of the two currents is the even response, half the difference the odd one. These were windowed by $\sin^2(\pi t/\tau)$ and Fourier transformed. The power, weighted by frequency squared, was summed within 3/8 of an order on either side of each harmonic. Relative to the fundamental of the full equations:

| Order | Full | Both omitted |
|---|---|---|
| 2 | 0.0157 | 0 |
| 3 | 0.0429 | 0.0446 |
| 4 | 0.000074 | 0 |
| 5 | 0.00137 | 0.00132 |
| 7 | 0.00225 | 0.00214 |
| 9 | 0.0187 | 0.0184 |

The zeros follow from the symmetry above; numerically they are rounding noise below $10^{-27}$. They refer to the even response. A single finite pulse with both terms omitted still has power from the odd response near even orders: about $4\times10^{-7}$ at order 2, $10^{-6}$ at order 4 and 0.0045 at order 8, where it exceeds the true even response of 0.00018. For $T_2=5$ fs the full second harmonic has 37% of the power of the third; this ratio depends strongly on $T_2$ and is about 3 at $T_2=10$ fs. The listed odd orders change by only 1.5 to 5.3%, so agreement there would not reveal the missing terms. The power near order 9 exceeds that near the fifth and seventh. It is not a sharp line at 3.6 eV: the peak sits near order 8.8 (3.5 eV), and integrating a zero-padded spectrum within the same limits changes the entries for orders 7 and 9 to 0.0021 and 0.017. It lies just above the gap, and I suspect resonance with band-edge transitions, but I have not isolated that cause.

**Q.** And if I restore only one of the two ingredients?

**A.** The second harmonic then has an arbitrary strength, set by the choice of phases; it can even be zero, as when $d$ is made real and positive and the connections are dropped. Compare the gauge written above with one in which $u_c$ is multiplied by $e^{0.5i\sin ka}$ and $u_v$ by $e^{0.2i\cos ka}$. With connections omitted, the second-harmonic power is 6.3 times the correct value in the first gauge and 25 times in the second. With the dipole phase omitted, the factors are 2.2 and 15. At the zone edge the gauge change alters the effective shift by $0.5\times5.2=2.6$ angstrom in magnitude, more than three times the true $|R|$ there.

**Q.** Does this carry over to a real crystal?

**A.** The parameters are in the rough regime of mid-infrared harmonic generation along the polar axis of zinc oxide: a gap a little above 3 eV, photons of a few tenths of an eV and internal fields of order 0.1 V/angstrom. Inversion symmetry is absent along that axis, so even orders are allowed. The chain is not a calculation of zinc oxide, and its yields are not predictions for it. Its reduced mass at the gap, 0.135 electron masses from the gap's curvature, stands for one valence band only; in zinc oxide the hole masses along the polar axis differ by roughly a factor of ten among the top valence bands, giving reduced masses from about 0.13 to above 0.2.

Real crystals also break the two-band assumption. I added an orbital at 8 eV, coupled by 0.5 eV to both neighbouring lower-energy sites, with the other parameters fixed. The second-harmonic power rose by 11%. This run propagated the density matrix in the orbital basis with a constant Hamiltonian during each short step, and the 11% is relative to the two-orbital chain treated in the same way. Doubling $T_2$ instead lowered the second-harmonic power by 0.6%. The other orders are far more sensitive: the power near orders 3, 7 and 9 was multiplied by about 0.11, 3.9 and 10, so the relative heights in the table depend on the assumed dephasing time.

Electron–hole attraction is absent. With a rough relative permittivity of 4, the hydrogen formula gives a binding energy of $13.6\times0.135/4^2\approx0.1$ eV and a radius of about 16 angstrom. The peak field changes the potential energy by about 1.6 eV over that radius, so it dominates the attraction at the peak. That comparison does not determine the change in harmonics near the gap. Thermal excitation across the gap is negligible at 300 K, where $e^{-\varepsilon_{cv}/2k_BT}$ at the gap is about $3\times10^{-28}$; carriers from donors, common in real zinc oxide, are not included. Three-dimensional bands, propagation through the sample and carrier scattering beyond $T_2$ remain unsized, so absolute yields need a fuller calculation.
